# Why a stress-free Blech limit fails in a line under thermal tension: a numerical check

```python
"""
Result under test: a blocked metal line with uniform initial tension s_T avoids
void nucleation if and only if G*L <= 2*(s_c - s_T).
G = |Z*| e rho j / Omega : electron-wind force per atomic volume (stress/length)
L : line length; s_c : tension that nucleates a void; tension is positive.
The cathode is at x=0 and atoms are driven towards the anode at x=L.
In the solver, length is in L, time in L^2/kappa, stress in MPa; pull = G*L.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize

# Rough, round parameters of a copper-like interconnect
length = 50e-6                 # m
current_density = 0.6e10       # A/m^2
resistivity = 4.0e-8           # ohm m at the temperature of use
charge_number = 1.0            # magnitude of effective charge number
atomic_volume = 1.18e-29       # m^3
modulus = 20e3                 # MPa, effective modulus of confined line
critical = 150.0               # MPa
thermal = 90.0                 # MPa at the temperature of use
temp_use, temp_test, temp_off = 378.0, 573.0, 298.0   # K
diffusivity = 1e-19            # m^2/s, effective, at the thermal tension
width, height = 0.1e-6, 0.2e-6  # m

wind_force = charge_number * const.e * resistivity * current_density
pull = wind_force * length / atomic_volume / 1e6
product_per_mpa = atomic_volume * 1e6 / (charge_number * const.e * resistivity)
stress_sensitivity = atomic_volume * 1e6 / (const.k * temp_use)   # 1/MPa

cells = 100
step = 1.0 / cells
centres = (np.arange(cells) + 0.5) * step


def evolve(drive, start, sensitivity=0.0, compliance=1.0,
           density_modulus=np.inf, voided=False, end_time=8.0):
    """Finite-volume atom transport; state 0 accumulates flux out of a void."""
    initial = np.zeros(cells) + start
    reference = initial.mean()

    def rate(time, state):
        stress = state[1:]
        face = 0.5 * (stress[1:] + stress[:-1])
        mobility = np.exp(sensitivity * (face - reference))
        density = np.exp(-(face - reference) / density_modulus)
        flux = np.zeros(cells + 1)
        flux[1:-1] = mobility * density * (np.diff(stress) / step + drive)
        if voided:
            flux[0] = 2 * stress[0] / step + drive
        cell_density = np.exp(-(stress - reference) / density_modulus)
        change = np.diff(flux) / step / (compliance * cell_density)
        return np.concatenate(([flux[0]], change))

    def nucleation(time, state):
        return state[1] + drive * step / 2 - critical
    nucleation.direction = 1

    solution = solve_ivp(rate, (0, end_time), np.concatenate(([0.0], initial)),
                         method="LSODA", rtol=1e-8, atol=1e-6,
                         lband=1, uband=1, events=nucleation)
    assert solution.success
    return solution


def cathode_history(solution, drive):
    return solution.y[1] + drive * step / 2


# Energy minimum at fixed atom number, without using the flux equation
few = 12
positions = (np.arange(few) + 0.5) / few * length


def energy(stress_100mpa):
    wind_work = wind_force * positions / (atomic_volume * 1e8)
    return np.sum(stress_100mpa**2 / 2 + wind_work * stress_100mpa)


balance = minimize(energy, np.full(few, thermal / 100), method="SLSQP",
                   constraints={"type": "eq",
                                "fun": lambda s: np.mean(s) - thermal / 100},
                   options={"ftol": 1e-13, "maxiter": 300})
assert balance.success
expected = thermal + pull * (0.5 - positions / length)
assert np.max(np.abs(100 * balance.x - expected)) < 0.05

# Find the threshold from transport runs with stress-dependent diffusion
found_thresholds = []
for tension in (0.0, 50.0, thermal, 130.0):
    def excess(drive):
        run = evolve(drive, tension, stress_sensitivity)
        return cathode_history(run, drive)[-1] - critical
    found = brentq(excess, 1.0, 500.0, xtol=1e-4)
    assert abs(found - 2 * (critical - tension)) < 0.02
    found_thresholds.append((tension, found))

# Example line: stress-free twin survives, tensioned line does not
free_run = evolve(pull, 0.0)
linear_run = evolve(pull, thermal)
mobile_run = evolve(pull, thermal, stress_sensitivity)
assert len(free_run.t_events[0]) == 0
assert len(linear_run.t_events[0]) == 1
assert len(mobile_run.t_events[0]) == 1
for run in (linear_run, mobile_run):
    history = cathode_history(run, pull)
    assert np.min(np.diff(history)) > -1e-3
    assert np.all(run.y[1:].max(axis=0) <= history + 1e-3)
    assert abs(history[-1] - thermal - pull / 2) < 0.01
free_peak = cathode_history(free_run, pull)[-1]
peak = cathode_history(linear_run, pull)[-1]
anode = linear_run.y[-1, -1] - pull * step / 2
assert abs(anode - (thermal - pull / 2)) < 0.01

# Series for the cathode stress against the transport solver
odd = np.arange(1, 400, 2)


def series_cathode(time):
    decay = np.exp(-(odd * np.pi)**2 * time)
    return thermal + pull * (0.5 - np.sum(4 / (odd * np.pi)**2 * decay))


series_time = brentq(lambda t: series_cathode(t) - critical, 1e-4, 5.0)
solver_time = linear_run.t_events[0][0]
mobile_time = mobile_run.t_events[0][0]
assert abs(solver_time / series_time - 1) < 2e-3

# Uneven initial stress: safe at both ends of time, unsafe between them
uneven_drive, uneven_amplitude = 110.0, 58.0
uneven_start = thermal + uneven_amplitude * np.cos(np.pi * centres)
uneven_run = evolve(uneven_drive, uneven_start)
uneven_history = cathode_history(uneven_run, uneven_drive)
assert thermal + uneven_amplitude < critical
assert abs(uneven_history[-1] - thermal - uneven_drive / 2) < 0.01
assert uneven_history[-1] < critical < uneven_history.max()

# Uneven compliance (softer towards the anode) shifts the final peak
tilt = 0.2
tilted_run = evolve(pull, thermal, compliance=1 + tilt * (2 * centres - 1))
tilt_shift = cathode_history(tilted_run, pull)[-1] - peak
assert abs(tilt_shift - tilt * pull / 6) < 0.02

# Exponential density law, tested with a very soft line to make it visible
soft, strong_drive = 300.0, 300.0
soft_run = evolve(strong_drive, thermal, density_modulus=soft)
soft_shift = (cathode_history(soft_run, strong_drive)[-1]
              - thermal - strong_drive / 2)
half = strong_drive / (2 * soft)
assert abs(soft_shift - soft * np.log(np.sinh(half) / half)) < 0.02
half_real = pull / (2 * modulus)
density_shift = modulus * np.log(np.sinh(half_real) / half_real)

# Saturated cathode void, from accumulated atom flux
void_lengths = []
for tension in (0.0, thermal):
    void_run = evolve(pull, tension, voided=True, end_time=12.0)
    fraction = void_run.y[0, -1] / modulus
    assert abs(fraction / ((tension + pull / 2) / modulus) - 1) < 1e-3
    void_lengths.append(fraction * length * 1e6)

# Main thresholds and sizes of neglected effects
free_limit = 2 * critical
allowed = 2 * (critical - thermal)
free_product = free_limit * product_per_mpa / 100
allowed_product = allowed * product_per_mpa / 100
line_product = current_density * length / 100
resistivity_slope = 0.007e-8   # ohm m/K, rough
hot_resistivity = resistivity + resistivity_slope * (temp_test - temp_use)
hot_product = free_product * resistivity / hot_resistivity
assert allowed_product < line_product < hot_product
kappa = (diffusivity * modulus * 1e6 * atomic_volume
         / (const.k * temp_use))
year_scale = length**2 / kappa / const.Julian_year
thermal_slope = thermal / (temp_test - temp_use)
off_tension = thermal + thermal_slope * (temp_use - temp_off)
off_allowed = 2 * (critical - off_tension)
dielectric_thickness, dielectric_conductivity = 1e-6, 0.3
line_power = resistivity * current_density**2 * width * height
heating = line_power * dielectric_thickness / (dielectric_conductivity * width)

print(f"Line length: {length*1e6:.0f} um")
print(f"Line width, height: {width*1e6:.1f}, {height*1e6:.1f} um")
print(f"Current density: {current_density/1e10:.1f} MA/cm2")
print(f"Resistivity in use: {resistivity*1e8:.1f} uohm cm")
print(f"Effective charge number, magnitude: {charge_number:.1f}")
print(f"Atomic volume: {atomic_volume*1e27:.4f} nm3")
print(f"Effective modulus: {modulus/1000:.0f} GPa")
print(f"Critical tension: {critical:.0f} MPa")
print(f"Thermal tension: {thermal:.0f} MPa")
print(f"Use, test, off temperature: {temp_use:.0f}, {temp_test:.0f}, "
      f"{temp_off:.0f} K")
print(f"Effective diffusivity: {diffusivity:.1e} m2/s")
print(f"Wind force per atom: {wind_force/const.e*1e-9:.3e} eV/nm")
print(f"G: {pull/(length*1e6):.3f} MPa/um")
print(f"GL of example line: {pull:.1f} MPa")
for tension, found in found_thresholds:
    print(f"Simulated GL threshold at s_T={tension:.0f} MPa: {found:.2f} MPa")
print(f"Stress-free GL limit: {free_limit:.0f} MPa")
print(f"Allowed GL with tension: {allowed:.0f} MPa")
print(f"Allowed/stress-free ratio: {allowed/free_limit:.2f}")
print(f"jL of example line: {line_product:.0f} A/cm")
print(f"Stress-free jL limit at use T: {free_product:.0f} A/cm")
print(f"Allowed jL with tension: {allowed_product:.0f} A/cm")
print(f"Longest safe line, stress-free: {length*1e6*free_limit/pull:.1f} um")
print(f"Longest safe line, tensioned: {length*1e6*allowed/pull:.1f} um")
print(f"Final cathode stress, stress-free start: {free_peak:.1f} MPa")
print(f"Final cathode stress, no-void model: {peak:.1f} MPa")
print(f"Final anode stress, no-void model: {anode:.1f} MPa")
print(f"kappa: {kappa:.2e} m2/s")
print(f"L^2/kappa: {year_scale:.1f} years")
print(f"Nucleation time, series: {series_time:.4f} L^2/kappa")
print(f"Nucleation time, solver: {solver_time:.4f} L^2/kappa")
print(f"Nucleation time, series: {series_time*year_scale:.2f} years")
print(f"Time ratio, stress-dependent D: {mobile_time/solver_time:.3f}")
print(f"Saturated void, stress-free start: {void_lengths[0]:.3f} um")
print(f"Saturated void, tensioned start: {void_lengths[1]:.3f} um")
print(f"Uneven start, GL: {uneven_drive:.0f} MPa")
print(f"Uneven start, initial peak: {thermal+uneven_amplitude:.0f} MPa")
print(f"Uneven start, highest peak: {uneven_history.max():.1f} MPa")
print(f"Uneven start, final peak: {uneven_history[-1]:.1f} MPa")
print(f"Compliance tilt a: {tilt:.1f}; peak shift: {tilt_shift:.2f} MPa")
print(f"Nonlinear density peak shift: {density_shift:.3f} MPa")
print(f"Resistivity at test T: {hot_resistivity*1e8:.2f} uohm cm")
print(f"Stress-free jL limit at test T: {hot_product:.0f} A/cm")
print(f"Allowed-in-use/hot-test jL ratio: {allowed_product/hot_product:.2f}")
print(f"Thermal stress slope: {thermal_slope:.3f} MPa/K")
print(f"Allowed GL change, use 20 K cooler: {-40*thermal_slope:.1f} MPa")
print(f"Dielectric thickness: {dielectric_thickness*1e6:.0f} um")
print(f"Dielectric conductivity: {dielectric_conductivity:.1f} W/(m K)")
print(f"Joule heating, no heat spreading: {heating:.2f} K")
print(f"Thermal tension when off: {off_tension:.1f} MPa")
print(f"Allowed GL if cooled after migration: {off_allowed:.1f} MPa")
print(f"Allowed jL if cooled: {off_allowed*product_per_mpa/100:.0f} A/cm")
print("OK")
```

Output:

```
Line length: 50 um
Line width, height: 0.1, 0.2 um
Current density: 0.6 MA/cm2
Resistivity in use: 4.0 uohm cm
Effective charge number, magnitude: 1.0
Atomic volume: 0.0118 nm3
Effective modulus: 20 GPa
Critical tension: 150 MPa
Thermal tension: 90 MPa
Use, test, off temperature: 378, 573, 298 K
Effective diffusivity: 1.0e-19 m2/s
Wind force per atom: 2.400e-07 eV/nm
G: 3.259 MPa/um
GL of example line: 162.9 MPa
Simulated GL threshold at s_T=0 MPa: 300.00 MPa
Simulated GL threshold at s_T=50 MPa: 200.00 MPa
Simulated GL threshold at s_T=90 MPa: 120.00 MPa
Simulated GL threshold at s_T=130 MPa: 40.00 MPa
Stress-free GL limit: 300 MPa
Allowed GL with tension: 120 MPa
Allowed/stress-free ratio: 0.40
jL of example line: 3000 A/cm
Stress-free jL limit at use T: 5524 A/cm
Allowed jL with tension: 2209 A/cm
Longest safe line, stress-free: 92.1 um
Longest safe line, tensioned: 36.8 um
Final cathode stress, stress-free start: 81.5 MPa
Final cathode stress, no-void model: 171.5 MPa
Final anode stress, no-void model: 8.5 MPa
kappa: 4.52e-18 m2/s
L^2/kappa: 17.5 years
Nucleation time, series: 0.1139 L^2/kappa
Nucleation time, solver: 0.1138 L^2/kappa
Nucleation time, series: 1.99 years
Time ratio, stress-dependent D: 0.981
Saturated void, stress-free start: 0.204 um
Saturated void, tensioned start: 0.429 um
Uneven start, GL: 110 MPa
Uneven start, initial peak: 148 MPa
Uneven start, highest peak: 155.2 MPa
Uneven start, final peak: 145.0 MPa
Compliance tilt a: 0.2; peak shift: 5.43 MPa
Nonlinear density peak shift: 0.055 MPa
Resistivity at test T: 5.37 uohm cm
Stress-free jL limit at test T: 4118 A/cm
Allowed-in-use/hot-test jL ratio: 0.54
Thermal stress slope: 0.462 MPa/K
Allowed GL change, use 20 K cooler: -18.5 MPa
Dielectric thickness: 1 um
Dielectric conductivity: 0.3 W/(m K)
Joule heating, no heat spreading: 0.96 K
Thermal tension when off: 126.9 MPa
Allowed GL if cooled after migration: 46.2 MPa
Allowed jL if cooled: 850 A/cm
OK
```
